# Antisymmetric exchange and the transverse g factor of a spin-1/2 triangle

## Problem

Three spins 1/2 sit at the corners 1, 2, 3 of a triangle in the $xy$ plane. Their Hamiltonian is

$$H=J\sum_{\rm cyc}\mathbf S_i\cdot\mathbf S_j+\delta\,\mathbf S_1\cdot\mathbf S_2+D_z\kappa_z+g\mu_B\mathbf B\cdot\mathbf S,\qquad \kappa_z=\sum_{\rm cyc}(\mathbf S_i\times\mathbf S_j)_z .$$

The sums run over the ordered pairs (12), (23), (31), $\mathbf S$ is the total spin, and spin operators are dimensionless. The exchange is antiferromagnetic, $J>0$. The parameter $\delta$ changes one bond and makes the triangle isosceles; $\delta=0$ is the equilateral case.

The factor $g$ is taken isotropic, and symmetric anisotropic exchange is left out. The plane of the triangle is assumed to be a mirror plane. Reflection in it leaves every site in place, keeps the $z$ component of the axial vector $\mathbf S_i\times\mathbf S_j$ and reverses its in-plane components. In-plane antisymmetric exchange is therefore forbidden. The three $z$ components are taken equal, also when $\delta\neq0$; this is relaxed at the end.

(a) For $\delta=0$, how does $D_z$ split the $S=1/2$ levels, and which states form each doublet?

(b) What are $g_\parallel$ (field along $z$) and $g_\perp$ (field in the plane) of each doublet?

(c) How does $\delta$ change the splitting and the $g$ factors?

(d) Take $J=200$, $D_z=10$ and $\delta=20$ cm$^{-1}$ with $g=2$, round model values. At which in-plane fields does the lower doublet resonate at 9.5 and 285 GHz?

## A tempting solution

The $S=1/2$ space has four states. They can be labelled by a chirality $q=\pm1$, the sense in which a phase winds around the ring, and by a spin projection ↑ or ↓. It seems natural to read this as two doublets, one for each chirality.

Evaluating the antisymmetric exchange in the ↑ states gives $+\tfrac{\sqrt3}{2}D_z$ for $q=+1$ and $-\tfrac{\sqrt3}{2}D_z$ for $q=-1$. With $\tau_z=q$, one then writes

$$H_{\rm wrong}={\rm const}+\tfrac{\sqrt3}{2}D_z\tau_z+g\mu_B\mathbf B\cdot\mathbf s ,$$

where $\mathbf s$ is an ordinary spin 1/2. The doublets are split by $\sqrt3|D_z|$. Each has a fixed chirality and a free spin, so each has $g_\parallel=g_\perp=g$. A distortion mixes the chiralities but does not touch $\mathbf s$, so the $g$ factors stay isotropic.

## Where it fails

The energy was evaluated for ↑ and silently carried over to ↓. Time reversal forbids this. It reverses each spin, so the product of two spins in $\kappa_z$ is unchanged. It also complex-conjugates the phases, so it turns the state $(q,\uparrow)$ into $(-q,\downarrow)$, up to a phase factor. These two states must have equal energy at zero field, by Kramers' theorem. $H_{\rm wrong}$ gives them different energies.

The splitting $\sqrt3|D_z|$ is nevertheless right, because the ↑ states alone already show it. The error lies in how the four states are paired, and it is the pairing that fixes $g_\perp$.

## Right solution

### The four states

From $\mathbf S^2=\sum_i\mathbf S_i^2+2\sum_{\rm cyc}\mathbf S_i\cdot\mathbf S_j$ and $\mathbf S_i^2=3/4$,

$$\sum_{\rm cyc}\mathbf S_i\cdot\mathbf S_j=\tfrac12\left[S(S+1)-\tfrac94\right].$$

This is $+3/4$ for $S=3/2$ and $-3/4$ for $S=1/2$. The quartet lies at $3J/4$. The other $8-4=4$ states lie at $-3J/4$, lower by $3J/2$.

Let $|k\uparrow\rangle$ be the state in which spin $k$ alone is down, and $|k\downarrow\rangle$ the state in which spin $k$ alone is up. With $\omega=e^{2\pi i/3}$ and $q=\pm1$, define

$$|q,\uparrow\rangle=\frac1{\sqrt3}\sum_{k=1}^3\omega^{qk}|k\uparrow\rangle,\qquad |q,\downarrow\rangle=-\frac1{\sqrt3}\sum_{k=1}^3\omega^{qk}|k\downarrow\rangle .$$

The raising operator $S^+$ takes every $|k\uparrow\rangle$ to the same fully polarized state, so $S^+|q,\uparrow\rangle\propto\sum_k\omega^{qk}=0$. A state with $M=1/2$ that cannot be raised has $S=1/2$.

The lowering operator flips one of the two up spins of $|k\uparrow\rangle$ and leaves the other as the single up spin: $S^-|k\uparrow\rangle=\sum_{l\ne k}|l\downarrow\rangle$. Therefore

$$S^-|q,\uparrow\rangle=\frac1{\sqrt3}\sum_l\Big(\sum_{k\ne l}\omega^{qk}\Big)|l\downarrow\rangle=-\frac1{\sqrt3}\sum_l\omega^{ql}|l\downarrow\rangle=|q,\downarrow\rangle .$$

This is the reason for the minus sign in the definition. In this space the total spin acts as an ordinary spin-1/2 operator $\mathbf s$ that leaves $q$ alone.

### (a) Antisymmetric exchange

Multiplying out the ladder operators gives

$$S_i^+S_j^-=S_{ix}S_{jx}+S_{iy}S_{jy}-i(\mathbf S_i\times\mathbf S_j)_z ,$$

and $S_i^-S_j^+$ is the same with $+i$. Subtracting,

$$(\mathbf S_i\times\mathbf S_j)_z=\tfrac i2\left(S_i^+S_j^--S_i^-S_j^+\right).$$

In the ↑ states, $S_i^+S_j^-$ moves the down spin from $i$ to $j$, one step forward around the ring. A forward step of the whole pattern gives

$$\frac1{\sqrt3}\sum_k\omega^{qk}|k{+}1\uparrow\rangle=\omega^{-q}|q,\uparrow\rangle ,$$

and a backward step gives $\omega^{q}$. Hence

$$\kappa_z|q,\uparrow\rangle=\tfrac i2(\omega^{-q}-\omega^{q})|q,\uparrow\rangle=\sin\frac{2\pi q}3\,|q,\uparrow\rangle=\frac{\sqrt3}2q\,|q,\uparrow\rangle .$$

In the ↓ states the odd spin points up. Now $S_i^+S_j^-$ moves it from $j$ to $i$, one step backward. The two phases change places and the eigenvalue is $-\tfrac{\sqrt3}2q$. Both results are contained in

$$D_z\kappa_z=\sqrt3\,D_z\,\tau_zs_z ,$$

with $s_z=\pm\tfrac12$. The factor $s_z$ is what the tempting solution lost.

The quartet is unaffected. Its $M=\pm3/2$ states contain no antiparallel pair to exchange, and its $M=\pm1/2$ states are the uniform patterns $q=0$, for which the sine vanishes. So $\kappa_z$ does not mix the two total spins, and in this model the doublet energies hold for any ratio $D_z/J$:

$$E=-\tfrac34J\pm\tfrac{\sqrt3}2|D_z|,\qquad \text{splitting}=\sqrt3\,|D_z| .$$

One doublet is $\{(+,\uparrow),(-,\downarrow)\}$ with $\kappa_z=+\tfrac{\sqrt3}2$. The other is $\{(-,\uparrow),(+,\downarrow)\}$ with $\kappa_z=-\tfrac{\sqrt3}2$, and it is the lower one for $D_z>0$.

The word "chiral" thus needs care. The scalar chirality is

$$\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_3)=\sum_{\rm cyc}S_{iz}(\mathbf S_j\times\mathbf S_k)_z ,$$

which is the determinant of the nine components grouped by its $z$ entries, with $(ijk)$ cyclic. In an ↑ state the exchanged pair $j,k$ is antiparallel, so the spectator $i$ is up and $S_{iz}=\tfrac12$. The value is $\tfrac12\kappa_z=\tfrac{\sqrt3}4q$. In a ↓ state the spectator is down and the value is $-\tfrac12\kappa_z=-\tfrac12(-\tfrac{\sqrt3}2q)=\tfrac{\sqrt3}4q$ again. The scalar chirality is therefore $\tfrac{\sqrt3}4\tau_z$, and each Kramers doublet contains both of its signs. The doublets differ in the vector chirality $\kappa_z$.

### (b) The g factors of the equilateral triangle

Write $x=g\mu_BB$ for the Zeeman energy. A field along $z$ adds $xs_z$. Each doublet has one ↑ and one ↓ member, so it splits by $x$, and $g_\parallel=g$.

An in-plane field adds, say, $xs_x$. This operator flips the spin and conserves $q$. The two members of a doublet differ in both labels, so $s_x$ has no matrix element between them, and its diagonal elements vanish too. There is no splitting linear in the field: $g_\perp=0$ for both doublets.

The degeneracy also survives at finite field. For fixed $q$ the Hamiltonian is $\sqrt3D_zq\,s_z+xs_x$, a spin 1/2 in an effective field of length $\sqrt{3D_z^2+x^2}$. Thus

$$E=-\tfrac34J\pm\tfrac12\sqrt{3D_z^2+x^2},$$

and both values of $q$ give the same pair of energies. For $x\ll\sqrt3|D_z|$ the doublets shift by $\pm x^2/(4\sqrt3|D_z|)$ without splitting. For $x\gg\sqrt3|D_z|$ the distance between the two levels tends to $x$, the Zeeman splitting of a free spin. The transverse moment has not disappeared: it acts between the doublets instead of within them.

### (c) Isosceles distortion

Let $P_{12}$ exchange the states of spins 1 and 2. On a triplet $P_{12}=1$ and $\mathbf S_1\cdot\mathbf S_2=\tfrac14$; on a singlet $P_{12}=-1$ and $\mathbf S_1\cdot\mathbf S_2=-\tfrac34$. Both cases satisfy $\mathbf S_1\cdot\mathbf S_2=\tfrac12P_{12}-\tfrac14$. Acting on a chiral state,

$$P_{12}|q,\uparrow\rangle=\frac1{\sqrt3}\left(\omega^{2q}|1\uparrow\rangle+\omega^{q}|2\uparrow\rangle+|3\uparrow\rangle\right)=|{-q},\uparrow\rangle ,$$

because $\omega^{2q}=\omega^{-q}$ and $\omega^q=\omega^{-2q}$. The same holds for ↓. So $P_{12}$ acts as $\tau_x$, the Pauli matrix that reverses $q$, and

$$H_{\rm eff}=-\tfrac34J-\tfrac14\delta+\tfrac\delta2\tau_x+\sqrt3D_z\tau_zs_z+g\mu_B\mathbf B\cdot\mathbf s .$$

Since $\mathbf S_1\cdot\mathbf S_2$ commutes with the total spin, the quartet is still not admixed. It moves to $\tfrac34J+\tfrac14\delta$, because each of its pairs is a triplet.

At zero field $s_z$ is conserved. With $\sigma=2s_z=\pm1$, the part that depends on $\tau$ is

$$h_\sigma=\tfrac12\left(\delta\,\tau_x+\sigma\sqrt3D_z\,\tau_z\right),\qquad h_\sigma^2=\tfrac14(\delta^2+3D_z^2),$$

since $\tau_x$ and $\tau_z$ anticommute. Its eigenvalues are $\pm\Delta/2$ for either $\sigma$, with the splitting

$$\Delta=\sqrt{\delta^2+3D_z^2}.$$

The lower doublet consists of $|a_\uparrow\rangle|\uparrow\rangle$ and $|a_\downarrow\rangle|\downarrow\rangle$. Here $a_\sigma$ is a pseudospinor pointing opposite to the unit vector $\mathbf n_\sigma=(\delta,0,\sigma\sqrt3D_z)/\Delta$. The in-plane field couples the two members with the matrix element $\tfrac x2\langle a_\uparrow|a_\downarrow\rangle$. The squared overlap is the trace of the product of the projectors $\tfrac12(1-\mathbf n_\sigma\cdot\boldsymbol\tau)$:

$$|\langle a_\uparrow|a_\downarrow\rangle|^2=\tfrac12(1+\mathbf n_\uparrow\cdot\mathbf n_\downarrow)=\tfrac12\left(1+\frac{\delta^2-3D_z^2}{\Delta^2}\right)=\frac{\delta^2}{\Delta^2}.$$

The splitting is twice the modulus of the matrix element, $x|\delta|/\Delta$, so

$$g_\perp=g\,\frac{|\delta|}{\sqrt{\delta^2+3D_z^2}},\qquad g_\parallel=g .$$

Turning the field within the plane changes only the phase of the matrix element, so $g_\perp$ does not depend on the in-plane direction, although the triangle has lost its threefold axis. The upper doublet has both pseudospinors reversed and the same overlap. The result is of first order in $x/\Delta$.

For $|\delta|\ll\sqrt3|D_z|$ the transverse factor grows linearly, $g_\perp\approx g|\delta|/(\sqrt3|D_z|)$. For $|\delta|\gg\sqrt3|D_z|$ it approaches $g$ from below, $g_\perp\approx g(1-3D_z^2/2\delta^2)$. As long as $D_z\ne0$ the restoration is partial. The relations can be inverted: known values of $\Delta$ and $g_\perp/g$ give $|\delta|=\Delta\,g_\perp/g$ and $\sqrt3|D_z|=\Delta\sqrt{1-(g_\perp/g)^2}$, but not the signs.

The same overlap governs intensities. Let the static field be weak and along $z$, and the oscillating field in the plane. The transition amplitude of $s_x$ within a doublet is $|\delta|/(2\Delta)$. Since $s_x^2=\tfrac14$, the squared amplitudes from one state sum to $\tfrac14$, which leaves $\sqrt3|D_z|/(2\Delta)$ for the transition between doublets. In the equilateral triangle the line within a doublet sits at $g_\parallel=g$ but has zero intensity for this drive.

### (d) Numbers and resonance fields

For $\delta=0$ the splitting is $\sqrt3\times10=17.32$ cm$^{-1}$, or 519 GHz, around $-150$ cm$^{-1}$. For $\delta=20$ cm$^{-1}$,

$$\Delta=\sqrt{400+300}=26.46\ {\rm cm^{-1}},\qquad g_\perp=2\times\frac{20}{26.46}=1.512 .$$

The doublets lie at $-150-5\pm13.23$, that is at $-168.23$ and $-141.77$ cm$^{-1}$, and the quartet at $150+5=155$ cm$^{-1}$. The amplitudes are $20/52.92=0.378$ within a doublet and $17.32/52.92=0.327$ between doublets. The growth of $g_\perp$ with distortion is:

| $\delta$ (cm$^{-1}$) | $\Delta$ (cm$^{-1}$) | $g_\perp$ |
|---|---|---|
| 0 | 17.32 | 0 |
| 5 | 18.03 | 0.555 |
| 10 | 20.00 | 1.000 |
| 20 | 26.46 | 1.512 |
| 40 | 43.59 | 1.835 |

At $\delta=5$ cm$^{-1}$ the splitting has grown by only 4%, while $g_\perp$ has already reached 0.55. The splitting changes quadratically in a small $\delta$ and $g_\perp$ linearly, so $g_\perp$ is the more sensitive sign of a weak distortion.

A resonance field may be too large for the first-order $g_\perp$, so the levels are needed at finite $x$. For a field along $x$ the operator $C=2\tau_xs_x$ commutes with $H_{\rm eff}$: in passing $\tau_zs_z$, both of its factors change sign. Its eigenvalues are $c=\pm1$, and $\tau_x^2=1$ gives $2s_x=c\,\tau_x$. Apart from the constant,

$$H_{\rm eff}\to\tfrac12(\delta+cx)\,\tau_x+\tfrac{\sqrt3}2D_z\,(2\tau_zs_z).$$

The operators $\tau_x$ and $2\tau_zs_z$ anticommute and have unit squares. The energies are therefore $\pm\tfrac12R_+$ and $\pm\tfrac12R_-$ with

$$R_\pm=\sqrt{3D_z^2+(|\delta|\pm x)^2}.$$

The two lowest $S=1/2$ levels are $-\tfrac12R_+$ and $-\tfrac12R_-$. They are also the two lowest levels of the whole triangle until the lowest quartet component crosses the upper of them, near $x=3J/2=300$ cm$^{-1}$ (about 320 T) for the values used here (it crosses the lower one near $x=320$ cm$^{-1}$); what follows refers to the $S=1/2$ pair. Resonance at photon energy $\varepsilon=h\nu$ requires $R_+-R_-=2\varepsilon$. Dividing $R_+^2-R_-^2=4|\delta|x$ by this gives $R_++R_-=2|\delta|x/\varepsilon$, and half the sum of the two relations is $R_+=|\delta|x/\varepsilon+\varepsilon$. Squaring,

$$\Delta^2+2|\delta|x+x^2=\frac{\delta^2x^2}{\varepsilon^2}+2|\delta|x+\varepsilon^2 .$$

The linear terms cancel, and

$$x=\varepsilon\sqrt{\frac{\Delta^2-\varepsilon^2}{\delta^2-\varepsilon^2}},\qquad g_{\rm eff}=\frac{g\varepsilon}{x}=g\sqrt{\frac{\delta^2-\varepsilon^2}{\Delta^2-\varepsilon^2}} .$$

For $\varepsilon\to0$ this returns $g_\perp$. It applies for $\varepsilon<|\delta|$. Indeed, $R_+$ and $R_-$ are the distances from the point $(x,\sqrt3|D_z|)$ to the points $(-|\delta|,0)$ and $(|\delta|,0)$. For $D_z\ne0$ the triangle inequality makes their difference smaller than $2|\delta|$, so the spacing stays below $|\delta|$ at every field.

The physical reason is that a strong field aligns $\mathbf s$ in both of the lowest states. What then separates them is the exchange term $\tfrac\delta2\tau_x$, since $\tau_zs_z$ has no diagonal element in a state polarized along $x$. At $x=100$ cm$^{-1}$ the computed spacing is 19.70 cm$^{-1}$, just under $\delta=20$ cm$^{-1}$.

With $\mu_B=0.46686$ cm$^{-1}$/T, the two frequencies give:

- At 9.5 GHz, $\varepsilon=0.3169$ cm$^{-1}$ and $g_{\rm eff}=1.512$, so $B=0.3169/(1.512\times0.46686)=0.449$ T. The first-order value suffices.
- At 285 GHz, $\varepsilon=9.507$ cm$^{-1}$ and $g_{\rm eff}=2\sqrt{309.6/609.6}=1.425$, so $B=9.507/(1.425\times0.46686)=14.29$ T. The effective factor is 6% below $g_\perp$. Expanding $g_{\rm eff}$ with $\varepsilon\approx x|\delta|/\Delta$ gives a relative reduction of about $(3D_z^2/2\Delta^2)(x/\Delta)^2$; here $x/\Delta\approx\tfrac12$ and $3D_z^2/\Delta^2=3/7$, which gives 5% at this order.

Within this model (mirror plane, isotropic $g$), a nearly equilateral triangle with $|\delta|$ below 0.317 cm$^{-1}$ would show no such resonance at 9.5 GHz for any in-plane field. Without the mirror plane, in-plane antisymmetric exchange admixes the quartet and gives one doublet a small nonzero $g_\perp$ even at $\delta=0$.

### Unequal antisymmetric exchange

An isosceles triangle need not have three equal $z$ components $D_{ij}$. In the ↑ states, $(\mathbf S_i\times\mathbf S_j)_z$ is $\tfrac i2\left(|j\rangle\langle i|-|i\rangle\langle j|\right)$. Between $q$ and $-q$ its element is

$$\tfrac i6\left(\omega^{qj}\omega^{qi}-\omega^{qi}\omega^{qj}\right)=0 .$$

Its diagonal elements depend only on the step $j-i$, which is one forward step for every cyclic pair. The ↓ states differ by an overall sign. Hence each pair contributes $\kappa_z/3$ within the $S=1/2$ space, and $D_z$ is replaced by the mean of the three $D_{ij}$.

The deviations from the mean do couple to the quartet. When $|D_z|$ and $|\delta|$ are small compared with $J$, as assumed from here on, the energy shifts are of order (deviation)$^2/J$. For components 12, 9 and 9 cm$^{-1}$, diagonalization of all eight states changes the splitting by 0.003 cm$^{-1}$ and $g_\perp$ by 0.0002 relative to three equal values of 10 cm$^{-1}$. The formulas of part (c) are then no longer exact. In this example the deviations amount to an excess on bond 12 plus a uniform part that does not couple to the quartet. Since $(\mathbf S_1\times\mathbf S_2)_z$ is odd under $P_{12}$ and the quartet is even, only the $\tau_x=-1$ states are shifted, which acts like a change of $\delta$ of order (deviation)$^2/J$. The prefactor is small: here $\delta$ grows by about 0.005 cm$^{-1}$, which accounts for 0.00015 of the change of 0.00018 in $g_\perp$. The remaining 0.00003 comes from the quartet admixture in the states; it scales as $g\,($deviation$/J)^2$, also with a small prefactor. The formulas therefore remain accurate only if the deviations are small compared with $J$ and this shift is small compared with $\Delta$ and, for the relative accuracy of $g_\perp$, with $|\delta|$, as it is here. At $\delta=0$ such deviations make $g_\perp$ nonzero. The remaining digits are in the numerical output below.

## Computed values

```
J = 200.0 cm^-1, D_z = 10.0 cm^-1, g = 2.00
Bohr magneton = 0.466864 cm^-1/T
Equilateral triangle, delta = 0
  lower doublet energy = -158.6603 cm^-1
  upper doublet energy = -141.3397 cm^-1
  quartet energy = 150.0000 cm^-1
  doublet splitting = 17.3205 cm^-1 = 519.26 GHz
  g_par = 2.0000
  g_perp = 0.0000
Isosceles triangle, delta = 20.0 cm^-1
  lower doublet energy = -168.2288 cm^-1
  upper doublet energy = -141.7712 cm^-1
  quartet energy = 155.0000 cm^-1
  doublet splitting = 26.4575 cm^-1 = 793.18 GHz
  g_par = 2.0000
  g_perp = 1.5119, ratio g_perp/g = 0.7559
  S_x amplitude within doublet, B along z = 0.3780
  S_x amplitude between doublets, B along z = 0.3273
Distortion table: delta (cm^-1), splitting (cm^-1), g_perp
    0.0   17.3205  0.0000
    5.0   18.0278  0.5547
   10.0   20.0000  1.0000
   20.0   26.4575  1.5119
   40.0   43.5890  1.8353
Transverse resonance within lower doublet, delta = 20 cm^-1
  9.5 GHz = 0.3169 cm^-1: B = 0.4490 T, g_eff = 1.5118
  285.0 GHz = 9.5066 cm^-1: B = 14.2862 T, g_eff = 1.4253
  spacing at Zeeman energy 100 cm^-1 = 19.6950 cm^-1
Unequal D_12, D_23, D_31 = 12.0, 9.0, 9.0 cm^-1
  change of splitting = 0.00346 cm^-1
  change of g_perp = 0.000182
```
